# The Rytova-Keldysh Potential and Why 2p Excitons Lie Below 2s: a numerical check

```python
# Result under test: a sheet with eps(q) = 1 + r0*q, r0 = 2*pi*alpha, gives
#   V(r) = -(pi/(2*r0)) * [H0(r/r0) - Y0(r/r0)]   (Struve H0, Neumann Y0),
# and its exciton levels obey E(n, m+1) < E(n, m), so 2p lies below 2s.
# Exciton units: length = bohr/mu, energy = mu*hartree, mu in electron masses.
# m = angular momentum, n = radial nodes + m + 1, Q = r^2 dV/dr,
# g = -phi'/phi, where r^m*phi is the lowest radial state for given m.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.special import (struve, y0, j0, jn_zeros, eval_genlaguerre,
                           eval_laguerre, gammaln, factorial)

nodes, weights = np.polynomial.legendre.leggauss(800)
nodes, weights = 0.5 * (nodes + 1), 0.5 * weights


def keldysh(r, r0):
    return -np.pi / (2 * r0) * (struve(0, r / r0) - y0(r / r0))


def radial_grid(beta):
    r_max = 120 / beta
    return r_max * nodes**2, 2 * r_max * nodes * weights


def laguerre_states(potential, m, beta, size=36):
    """Levels and normalized radial functions; potential given on the grid."""
    r, w = radial_grid(beta)
    chi, dchi = [], []
    for k in range(size):
        lognorm = 0.5 * (gammaln(k + 2*m + 2) - gammaln(k + 1)
                         - (2*m + 2) * np.log(2 * beta))
        envelope = r**m * np.exp(-beta * r - lognorm)
        c = envelope * eval_genlaguerre(k, 2*m + 1, 2 * beta * r)
        d = (m / r - beta) * c
        if k > 0:
            d = d - 2*beta*envelope*eval_genlaguerre(k-1, 2*m+2, 2*beta*r)
        chi.append(c)
        dchi.append(d)
    chi, dchi = np.array(chi), np.array(dchi)
    overlap = (chi * (r * w)) @ chi.T
    ham = 0.5 * (dchi * (r * w)) @ dchi.T
    ham += (chi * ((0.5 * m**2 / r**2 + potential) * r * w)) @ chi.T
    energy, coef = eigh(ham, overlap)
    return energy, coef.T @ chi


def gaussian_levels(m, r0):
    """Levels from eps(q) alone, with Gaussians; no real-space potential."""
    a = np.geomspace(1e-4, 20, 22)
    total = a[:, None] + a[None, :]
    overlap = np.pi * factorial(m) / total**(m + 1)
    kinetic = 2 * (m + 1) * np.outer(a, a) / total * overlap
    y, wy = 7 * nodes**3, 21 * nodes**2 * weights
    shape = wy * eval_laguerre(m, y**2) * np.exp(-y**2)
    root = np.sqrt(total)
    integral = (shape / (1 + 2 * r0 * root[..., None] * y)).sum(axis=-1)
    return eigh(kinetic - 2 * root * overlap * integral, overlap,
                eigvals_only=True)


def slope_derivative(m, energy, r0, r, match):
    """g'(r) by stable outward and inward integration; also the mismatch."""
    def rhs(x, g):
        return g*g - (2*m + 1)*g/x - 2*(keldysh(x, r0) - energy)
    start, end = 1e-4, r.max()
    kappa = np.sqrt(-2 * energy)
    g_start = -(keldysh(start, r0) - energy) * start / (m + 1)
    g_end = kappa - (1 / kappa - m - 0.5) / end
    opts = dict(method="DOP853", rtol=1e-10, atol=1e-12, dense_output=True)
    out = solve_ivp(rhs, (start, match), [g_start], **opts)
    inn = solve_ivp(rhs, (end, match), [g_end], **opts)
    assert out.success and inn.success
    x = np.clip(r, start, end)
    g = np.where(x < match, out.sol(np.minimum(x, match))[0],
                 inn.sol(np.maximum(x, match))[0])
    return rhs(x, g), abs(out.y[0, -1] - inn.y[0, -1])


# --- potential: direct Bessel integral and image integral against Struve form
def bessel_integral(x):
    edges = np.concatenate(([0.0], jn_zeros(0, 60))) / x
    parts = [quad(lambda q: j0(q * x) / (1 + q), lo, hi, epsabs=1e-13)[0]
             for lo, hi in zip(edges[:-1], edges[1:])]
    sums = np.cumsum(parts)
    for _ in range(30):              # averaging speeds up alternating sums
        sums = 0.5 * (sums[1:] + sums[:-1])
    return -sums[-1]


worst_potential = 0.0
for x in (0.2, 1.0, 5.0):
    image = -quad(lambda t: np.exp(-t) / np.hypot(x, t), 0, np.inf)[0]
    worst_potential = max(worst_potential,
                          abs(bessel_integral(x) - keldysh(x, 1.0)),
                          abs(image - keldysh(x, 1.0)))
    h = 1e-4 * x
    charge = x**2 * (keldysh(x + h, 1.0) - keldysh(x - h, 1.0)) / (2 * h)
    charge_image = quad(lambda t: np.exp(-t) * x**3 / np.hypot(x, t)**3,
                        0, np.inf)[0]
    assert abs(charge - charge_image) < 1e-6
assert worst_potential < 1e-7
assert abs(keldysh(1e-4, 1.0) + np.log(2e4) - np.euler_gamma) < 2e-4
assert abs(keldysh(30.0, 1.0) + 1/30 - 1/30**3) < 20 / 30**5
xs = np.geomspace(1e-3, 30, 200)
dv = (keldysh(xs*1.0001, 1.0) - keldysh(xs*0.9999, 1.0)) / (2e-4 * xs)
assert np.all(np.diff(xs**2 * dv) > 0)

# --- worked example: round model parameters
mu, alpha = 0.25, 6.0                                  # electron masses, Å
bohr = const.physical_constants["Bohr radius"][0] * 1e10
hartree = const.physical_constants["Hartree energy in eV"][0]
length, unit = bohr / mu, 1000 * mu * hartree          # Å, meV
r0_angstrom = 2 * np.pi * alpha
r0 = r0_angstrom / length
beta = 0.3
r, w = radial_grid(beta)
v = keldysh(r, r0)
level, radius, wave = {}, {}, {}
worst_level = 0.0
for m in range(3):
    energies, functions = laguerre_states(v, m, beta)
    reference = gaussian_levels(m, r0)
    for k in range(3 - m):
        key = (k + m + 1, m)
        level[key], wave[key] = energies[k], functions[k]
        radius[key] = np.sum(functions[k]**2 * r**2 * w)
        worst_level = max(worst_level, abs(energies[k] - reference[k]))
assert worst_level < 5e-6
assert level[2, 1] < level[2, 0]
assert level[3, 2] < level[3, 1] < level[3, 0]

# --- factorization: h_(m+1) + g' has the levels of h_m without the lowest
gp0, jump0 = slope_derivative(0, level[1, 0], r0, r, 3.0)
gp1, jump1 = slope_derivative(1, level[2, 1], r0, r, 5.0)
assert max(jump0, jump1) < 1e-5
assert gp0.min() > 0 and gp1.min() > 0
partner, partner_wave = laguerre_states(v + gp0, 1, beta)
partner_d, _ = laguerre_states(v + gp1, 2, beta)
partner_error = max(abs(partner[0] - level[2, 0]),
                    abs(partner[1] - level[3, 0]),
                    abs(partner_d[0] - level[3, 1]))
assert partner_error < 2e-6
lower = np.sum(partner_wave[0]**2 * gp0 * r * w)
upper = np.sum(wave[2, 1]**2 * gp0 * r * w)
split = level[2, 0] - level[2, 1]
assert 0 < lower < split < upper

# --- controls: Coulomb is degenerate; falling Q (Yukawa) reverses the order
rc, _ = radial_grid(0.8)
coulomb = [laguerre_states(-1 / rc, m, 0.8)[0] for m in (0, 1)]
assert abs(coulomb[0][0] + 2) < 1e-5
assert abs(coulomb[0][1] + 2/9) < 1e-6 and abs(coulomb[1][0] + 2/9) < 1e-6
yukawa = [laguerre_states(-np.exp(-rc/10) / rc, m, 0.8)[0] for m in (0, 1)]
yukawa_split = yukawa[0][1] - yukawa[1][0]
assert yukawa_split < -1e-4


# --- splitting as a fraction of the 1s-2s gap, from weak to strong screening
def split_fraction(potential, b):
    s = laguerre_states(potential, 0, b)[0]
    p = laguerre_states(potential, 1, b)[0]
    return (s[1] - p[0]) / (s[1] - s[0]), s[0] / s[1]


scan = []
for r0_scan, b in ((1.0, 0.8), (10.0, 0.35), (100.0, 0.15), (1000.0, 0.05)):
    rs, _ = radial_grid(b)
    scan.append((r0_scan,) + split_fraction(keldysh(rs, r0_scan), b))
rl, _ = radial_grid(1.5)
log_fraction = split_fraction(np.log(rl), 1.5)[0]
fractions = [row[1] for row in scan]
assert fractions[0] > 0 and np.all(np.diff(fractions) > 0)
assert abs(fractions[3] - log_fraction) < abs(fractions[2] - log_fraction)

print(f"reduced mass mu = {mu:.2f} electron masses")
print(f"sheet polarizability alpha = {alpha:.1f} Å")
print(f"screening length r0 = {r0_angstrom:.2f} Å")
print(f"exciton length unit = {length:.4f} Å")
print(f"exciton energy unit = {unit:.1f} meV")
print(f"r0 in exciton length units = {r0:.3f}")
print(f"largest potential error (r0 = 1 units) = {worst_potential:.1e}")
print("r (Å), V Keldysh (meV), V Coulomb (meV), Q")
for dist in (5.0, 20.0, 50.0, 200.0):
    d = dist / length
    q_force = d**2 * (keldysh(d*1.0001, r0)
                      - keldysh(d*0.9999, r0)) / (2e-4 * d)
    print(f"{dist:6.1f} {unit*keldysh(d, r0):9.1f} {-unit/d:9.1f}"
          f" {q_force:7.4f}")
print("state, E (meV), mean r (Å), E 2D hydrogen (meV), effective eps")
for n, m in ((1, 0), (2, 1), (2, 0), (3, 2), (3, 1), (3, 0)):
    hydrogen = -0.5 / (n - 0.5)**2
    print(f"{n}{'spd'[m]} {unit*level[n, m]:9.2f} {length*radius[n, m]:7.2f}"
          f" {unit*hydrogen:9.1f} {np.sqrt(hydrogen/level[n, m]):7.3f}")
print(f"E(2s) - E(2p) = {unit*split:.2f} meV")
print(f"lower bound, mean g' in partner state = {unit*lower:.2f} meV")
print(f"upper bound, mean g' in 2p = {unit*upper:.2f} meV")
print(f"E(3s) - E(3p) = {unit*(level[3, 0]-level[3, 1]):.2f} meV")
print(f"E(3p) - E(3d) = {unit*(level[3, 1]-level[3, 2]):.2f} meV")
print(f"E(1s)/E(2s) = {level[1, 0]/level[2, 0]:.3f}")
print(f"E(1s)/E(2s), 2D hydrogen = {coulomb[0][0]/coulomb[0][1]:.3f}")
print(f"largest level difference, two roads = {unit*worst_level:.1e} meV")
print(f"largest partner-level error = {unit*partner_error:.1e} meV")
print(f"Yukawa control E(2s)-E(2p) = {yukawa_split:.5f} exciton units")
print("r0 (exciton units), (E2s-E2p)/(E2s-E1s), E1s/E2s")
for row in scan:
    print(f"{row[0]:7.1f} {row[1]:8.4f} {row[2]:8.3f}")
print(f"(E2s-E2p)/(E2s-E1s), logarithmic potential = {log_fraction:.4f}")
print("tests ok")
```

Printed output:

```
reduced mass mu = 0.25 electron masses
sheet polarizability alpha = 6.0 Å
screening length r0 = 37.70 Å
exciton length unit = 2.1167 Å
exciton energy unit = 6802.8 meV
r0 in exciton length units = 17.810
largest potential error (r0 = 1 units) = 2.1e-14
r (Å), V Keldysh (meV), V Coulomb (meV), Q
   5.0    -861.2   -2879.9  0.1182
  20.0    -436.8    -720.0  0.3631
  50.0    -233.9    -288.0  0.6218
 200.0     -69.9     -72.0  0.9233
state, E (meV), mean r (Å), E 2D hydrogen (meV), effective eps
1s   -595.26    8.79  -13605.7   4.781
2p   -334.40   20.43   -1511.7   2.126
2s   -272.80   29.77   -1511.7   2.354
3d   -219.90   34.29    -544.2   1.573
3p   -193.68   44.91    -544.2   1.676
3s   -165.71   56.26    -544.2   1.812
E(2s) - E(2p) = 61.60 meV
lower bound, mean g' in partner state = 54.99 meV
upper bound, mean g' in 2p = 68.41 meV
E(3s) - E(3p) = 27.98 meV
E(3p) - E(3d) = 26.22 meV
E(1s)/E(2s) = 2.182
E(1s)/E(2s), 2D hydrogen = 9.000
largest level difference, two roads = 3.0e-05 meV
largest partner-level error = 6.3e-08 meV
Yukawa control E(2s)-E(2p) = -0.00201 exciton units
r0 (exciton units), (E2s-E2p)/(E2s-E1s), E1s/E2s
    1.0   0.0955    4.124
   10.0   0.1773    2.412
  100.0   0.2180    1.745
 1000.0   0.2339    1.465
(E2s-E2p)/(E2s-E1s), logarithmic potential = 0.2424
tests ok
```
